\section*{Can a deep defect have a level close to a band edge?}

\section*{Question}

I am sorting defect levels in a semiconductor into shallow and deep ones. My rule has been the distance from the band edge: a few tens of meV means shallow, a few tenths of an eV means deep. Now I have a transition-metal centre whose level lies about 28 meV below the conduction band, which is also what the hydrogenic formula gives for a donor in my model host. A colleague insists that the centre is still deep, because its electron sits in a localized orbital. But a weakly bound state must have a long exponential tail, so how can it be localized? Is there a real physical difference between two levels at the same energy, and does it survive if the level moves right up to the edge?

\section*{Answer}

There is a real difference. The useful meaning of ``deep'' is that the state is bound by the short-range part of the defect: its orbitals and their coupling to the host. A shallow state is bound by the long Coulomb tail. A level much deeper than the hydrogenic value for the charge of the ionized centre (four times larger for a doubly charged core) cannot be bound by that tail alone, but a level near the hydrogenic value can be of either kind. Your objection about the tail is sound, however, and it limits your colleague's claim: short-range binding can persist up to the edge, but whether the state stays compact there depends on how the orbital couples to the edge states.

I use Hartree atomic units and measure energies from an isotropic, nondegenerate conduction-band edge with effective mass $m$. The binding energy is $E_b=-E>0$.

\subsection*{The shallow state needs its tail}

For a donor in a host of dielectric constant $\epsilon$, the radial function $u=r\psi$ of an $s$ state obeys
\begin{equation}
-\frac{1}{2m}u''-\frac{1}{\epsilon r}u=Eu .
\end{equation}
Inserting $u=re^{-r/a}$, for which $u''=(-2/a+r/a^2)e^{-r/a}$, the terms without a factor $r$ cancel if $1/(ma)=1/\epsilon$. The terms proportional to $r$ then give the energy:
\begin{equation}
a=\frac{\epsilon}{m},\qquad E_b=\frac{1}{2ma^2}=\frac{m}{2\epsilon^2}.
\end{equation}

Now set the potential to zero beyond a radius $R$. Is anything still bound? At $E=0$ the inner equation is $u''=-2u/(ar)$. Its regular solution is $u=\sqrt r\,J_1(z)$ with $z=\sqrt{8r/a}$. Since $\sqrt r\propto z$, $(zJ_1)'=zJ_0$ and $dz/dr=4/(az)$, its slope is
\begin{equation}
u'(r)\propto J_0(z).
\end{equation}
Outside $R$ the zero-energy solution is a straight line. An $s$ state is bound if this solution has a node at finite $r>0$. While $J_0(z)$ is positive up to $R$, the line keeps rising and there is no node. Binding therefore requires $z(R)$ to exceed the first zero $j_{01}$ of $J_0$:
\begin{equation}
R>\frac{j_{01}^2}{8}\,a=0.723\,a .
\end{equation}
Just beyond this value the line slopes down to a node; for larger $R$ the added attraction cannot remove the bound state. A hydrogenic donor thus owes its binding to potential at distances comparable with its own large radius.

\subsection*{A short-range centre with the same energy}

Take a compact orbital $|d\rangle$ of energy $e_d$, orthogonal to the band and coupled to radial band states $|k\rangle$ with $\langle k|k'\rangle=\delta(k-k')$. The electron is captured by a neutral centre, so there is no Coulomb tail. Write $|\psi\rangle=c|d\rangle+\int_0^\infty\phi(k)|k\rangle\,dk$. Projecting the Schr\"odinger equation gives
\begin{align}
Ec&=e_dc+\int_0^\infty V(k)\phi(k)\,dk,\\
E\phi(k)&=\frac{k^2}{2m}\phi(k)+V(k)c .
\end{align}
For $E<0$ the second line can be solved for $\phi=Vc/(E-k^2/2m)$. Substitution into the first gives
\begin{equation}
E=e_d+\Sigma(E),\qquad
\Sigma(E)=\int_0^\infty\frac{V(k)^2}{E-k^2/2m}\,dk .
\label{secular}
\end{equation}

The behaviour of $V$ at small $k$ matters. The radial normalization supplies one factor $k$, and angular momentum $l$ supplies $k^l$. I compare $l=0$, where the orbital couples to the edge state itself, with $l=1$, where symmetry forbids that coupling:
\begin{align}
V_0^2&=\frac{4bW^2}{\pi}\frac{k^2}{(k^2+b^2)^2},&
V_1^2&=\frac{16bW^2}{3\pi}\frac{k^4}{(k^2+b^2)^3}.
\end{align}
The coupling has range $1/b$, and the prefactors make $\int V^2dk=W^2$ in both cases.

Put $E=-q^2/2m$, so that $\Sigma=-2m\int V^2/(k^2+q^2)\,dk$. Partial fractions give
\begin{equation}
J=\int_0^\infty\frac{k^2\,dk}{(k^2+b^2)(k^2+q^2)}
=\frac{\pi}{2}\frac{b-q}{b^2-q^2}=\frac{\pi}{2(b+q)} .
\end{equation}
Let $I_n$ be the same integral with $(k^2+b^2)^n$ in the denominator. Differentiating with respect to $b^2$, which is $(2b)^{-1}d/db$, raises the power:
\begin{align}
I_2&=-\frac{1}{2b}\frac{dJ}{db}=\frac{\pi}{4b(b+q)^2},\\
I_3&=-\frac{1}{4b}\frac{dI_2}{db}
=\frac{\pi(3b+q)}{16b^3(b+q)^3}.
\end{align}
The first result gives $\Sigma_0$ directly. For $l=1$, write $k^4/(k^2+q^2)=k^2-q^2k^2/(k^2+q^2)$. Setting $q=b$ in $I_2$ gives $\int k^2(k^2+b^2)^{-3}dk=\pi/(16b^3)$, hence
\begin{align}
\int_0^\infty\frac{k^4\,dk}{(k^2+b^2)^3(k^2+q^2)}
&=\frac{\pi}{16b^3}\,
\frac{(b+q)^3-q^2(3b+q)}{(b+q)^3}\nonumber\\
&=\frac{\pi(b+3q)}{16b(b+q)^3},
\end{align}
because the numerator in the first line is $b^3+3b^2q$. Therefore
\begin{equation}
\Sigma_0=-\frac{2mW^2}{(b+q)^2},\qquad
\Sigma_1=-\frac{2mW^2(b+3q)}{3(b+q)^3}.
\end{equation}

Does a bound state exist? The function $E-\Sigma(E)$ has slope $1+\int V^2/(E-k^2/2m)^2dk>0$ and rises from $-\infty$ to $-\Sigma(0)$ as $E$ goes from $-\infty$ to the edge. There is one bound state if $e_d<-\Sigma(0)$ and none if $e_d>-\Sigma(0)$. Since $-\Sigma(0)$ is positive, the bare orbital may even lie above the edge; coupling to the band then pushes the level below it.

\subsection*{Where the electron is}

Normalization reads $|c|^2[1+\int V^2/(E-k^2/2m)^2dk]=1$. The integral is $-d\Sigma/dE$, so the orbital weight is
\begin{equation}
Z=|c|^2=\frac{1}{1-\Sigma'(E)} .
\end{equation}
With $dq/dE=-m/q$, the derivatives are
\begin{align}
\Sigma_0'&=-\frac{m}{q}\frac{4mW^2}{(b+q)^3}
=-\frac{4m^2W^2}{q(b+q)^3},\\
\Sigma_1'&=-\frac{m}{q}\frac{4mW^2q}{(b+q)^4}
=-\frac{4m^2W^2}{(b+q)^4}.
\end{align}
Define $x=q/b$, $T=b^2/2m$ and $g=(W/T)^2=4m^2W^2/b^4$. Then $E_b=x^2T$ and
\begin{equation}
Z_0=\frac{x(1+x)^3}{x(1+x)^3+g},\qquad
Z_1=\frac{(1+x)^4}{(1+x)^4+g}.
\label{weights}
\end{equation}

The limits answer your last question. For $x\ll g$ and $x\ll1$,
\begin{equation}
Z_0\simeq\frac{x}{g}=\sqrt{\frac{E_b}{E_x}},\quad E_x=g^2T;
\qquad Z_1\to\frac{1}{1+g}\quad(E_b\to0).
\end{equation}
The origin is visible in the normalization integral. At the edge its integrand behaves as $k^{2l+2}/k^4=k^{2l-2}$, which diverges at small $k$ for $l=0$ and converges for $l=1$. An $l=0$ state sufficiently near the edge becomes mostly an extended halo, although nothing but short-range forces binds it. An $l=1$ state keeps a finite orbital weight. Its band part, of weight $1-Z_1$, still spreads: for $1/b\ll r\ll1/q$ it falls only as $u\propto1/r$, so its norm converges but its contribution to $\langle r^2\rangle$ grows as $1/q$ towards the edge. Compact here means a finite probability near the defect, not a finite mean-square radius. Binding mechanism and compactness are therefore separate properties.

\subsection*{What happens to the long tail}

For $l=0$ the band amplitude is proportional to $k/[(k^2+b^2)(k^2+q^2)]$. Partial fractions and $\int_0^\infty k\sin(kr)/(k^2+q^2)\,dk=\pi e^{-qr}/2$ give its radial function,
\begin{equation}
u_{\rm band}(r)=A\left(e^{-qr}-e^{-br}\right).
\end{equation}
Its norm must be $1-Z_0$. Since
\begin{equation}
\int_0^\infty(e^{-qr}-e^{-br})^2dr
=\frac1{2q}+\frac1{2b}-\frac2{b+q}
=\frac{(b-q)^2}{2qb(b+q)},
\end{equation}
$A^2=2qb(b+q)(1-Z_0)/(b-q)^2$. The decay constant $q=\sqrt{2mE_b}$ equals $1/a$ for a donor of the same energy. You are right that the tail is long. What the binding energy does not fix is how much of the electron resides in it.

\subsection*{Two levels at 28 meV}

Take round model parameters: $m=0.3$, $\epsilon=12$, $b=0.5$ bohr$^{-1}$ and $W=0.08$ hartree. They represent no particular material. The donor has
\begin{equation}
E_b=\frac{0.3}{2(12)^2}=0.001042\ \text{hartree}=28.35\ \text{meV},
\quad a=\frac{12}{0.3}=40\ \text{bohr}.
\end{equation}
Its Coulomb potential must extend beyond $0.723\times40=28.9$ bohr to bind an $s$ state. The short-range coupling has a range of only $1/b=2$ bohr.

I tune $e_d$ so that each short-range centre has the same $E_b$. Here $q=0.025$ bohr$^{-1}$ and $x=0.05$. For $l=0$,
\begin{equation}
\Sigma_0=-\frac{2(0.3)(0.08)^2}{(0.525)^2}=-0.01393\ \text{hartree},
\end{equation}
so $e_d=E-\Sigma_0=-0.00104+0.01393=0.01289$ hartree. This is above the edge but below the binding limit of 0.01536 hartree. For $l=1$, $\Sigma_1=-0.005086$ hartree and $e_d=0.004045$ hartree, below the limit of 0.00512 hartree.

With $T=0.4167$ hartree and $g=0.0369$, Eq.~(\ref{weights}) gives
\begin{align}
Z_0&=\frac{0.05(1.05)^3}{0.05(1.05)^3+0.0369}=0.61,\\
Z_1&=\frac{(1.05)^4}{(1.05)^4+0.0369}=0.97 .
\end{align}

Compare the probability of finding the electron within $R=10$ bohr. For the donor, integrating $4r^2e^{-2r/a}/a^3$ with $y=R/a=0.25$ gives
\begin{equation}
P_{\rm donor}=1-e^{-2y}(1+2y+2y^2)=0.014 .
\end{equation}
For the centres I assume that $|d\rangle$ lies wholly inside this radius. In the $l=0$ case the band part adds 0.115 to the orbital weight, for a total of 0.73. In the $l=1$ case at most $1-Z_1=0.03$ can lie outside. At one and the same energy, the probability near the defect is thus about 1\%, 73\% or at least 97\%.

Moving the levels towards the edge, by retuning $e_d$, separates the two couplings:
\begin{center}
\begin{tabular}{ccc}
$E_b$ (meV) & $Z_0$ & $Z_1$\\
100 & 0.77 & 0.97\\
10 & 0.47 & 0.97\\
1 & 0.21 & 0.97\\
0.1 & 0.08 & 0.96
\end{tabular}
\end{center}
The crossover energy is $E_x=15.4$ meV, where $x=g$ and $Z_0$ is slightly above one half. For $g\ll1$ the crossover stays near $E_x$, which grows as $W^4$ at fixed $b$ and $m$, so a more strongly hybridized $l=0$ orbital loses its compactness further from the edge. The $l=1$ weight tends to 0.964.

\subsection*{A way to tell them apart}

Ask which energy the level follows. Let the band edge move rigidly by $\Delta$ while $e_d$ and $V$ stay fixed. Then $E=e_d+\Sigma(E-\Delta)$, and differentiation gives
\begin{equation}
\frac{dE}{d\Delta}=\Sigma'\left(\frac{dE}{d\Delta}-1\right)
\quad\Rightarrow\quad
\frac{dE}{d\Delta}=\frac{-\Sigma'}{1-\Sigma'}=1-Z .
\end{equation}
The binding energy $E_b=\Delta-E$ changes at the rate $Z$. A hydrogenic level with fixed $m$ and $\epsilon$ moves with its edge, and its binding energy does not change.

Diagonalizing the discretized band with a displaced edge gives slopes $dE/d\Delta$ of 0.389 for $l=0$ and 0.029 for $l=1$, in agreement with $1-Z$. For a rise of 10 meV the binding energies become 34.6 and 38.1 meV, while the donor stays at 28.3 meV. The $l=0$ increase, 6.2 meV, slightly exceeds the linear estimate $10Z_0=6.1$ meV because $Z_0$ grows as the level moves away from the edge.

In a real crystal, pressure or alloying can also change $e_d$, $V$, $m$ and $\epsilon$, so a measured shift is evidence about the character of the state and not a direct reading of $Z$. Near the edge, a small shift relative to the band does not rule out short-range binding either: the $l=0$ halo follows the band too.

\subsection*{Before applying this to your centre}

The $l=1$ result relies on a single valley at $k=0$. In silicon and germanium the conduction minima lie away from $k=0$. Edge states from different valleys can be combined with opposite signs, and such a combination can have the symmetry of a $p$-like or $t_2$ orbital. Coupling at the edge is then allowed, and the $l=0$ type of threshold behaviour can return. The orbital symmetry alone does not settle the matter; the symmetry of the edge states at the defect site is needed as well.

If the centre is positively charged after the electron is removed, an attractive Coulomb tail is present in addition to the short-range binding, and the threshold limits above no longer apply. An $l=0$ orbital then couples to the hydrogenic ground state itself, so $\Sigma(E)$ has a pole at the hydrogenic energy. The lowest level is pushed below that energy, and as it approaches the pole $-\Sigma'$ diverges and $Z\to0$. The scale is set by the coupling $V_h$ between the orbital and the hydrogenic state: at a distance $\delta$ below the hydrogenic energy, the pole term alone gives $-\Sigma'\ge V_h^2/\delta^2$. Hence $Z\le\delta^2/(\delta^2+V_h^2)$. A lowest $l=0$ level with $\delta\ll|V_h|$ therefore has little orbital weight, and it is mostly the hydrogenic ground state if $\delta$ is also small against the hydrogenic binding energy. A weakly coupled orbital can remain compact at a small distance $\delta$ of several times $|V_h|$. The $l=0$ coupling has the real-space form $W\sqrt{2b}\,e^{-br}$, so $|V_h|=2W\sqrt{2b}\,a^{-3/2}/(b+1/a)^2$, which is 62 meV for the model parameters, more than the donor binding energy itself. The model also omits electron--electron interaction, lattice relaxation and the valence band. Its parabolic band is used up to energies of order $T$, here 11 eV, far beyond the range where an effective mass describes a real band. The values of $e_d$, $\Sigma$ and $Z$ therefore illustrate the mechanism and should not be carried over to a material. With the same $V(k)$ and $E_b$, cutting the band off at 0.5 eV raises $Z_0$ and $Z_1$ to 0.66 and 0.99, while a nonparabolic band $\varepsilon(1+\alpha\varepsilon)=k^2/2m$ with $\alpha=0.5$ eV$^{-1}$ lowers them to 0.53 and 0.89. A measured charge-transition level is a difference of total energies, so its position need not equal a one-electron level such as $E$.

For your 28 meV level, then, the energy alone leaves both assignments open, except when an $l=0$ centre with an attractive Coulomb tail has its lowest level much closer to the hydrogenic energy than both the coupling $|V_h|$ and the hydrogenic binding energy; that level is mostly hydrogenic. A large calculated orbital weight points to a compact state bound by short-range forces. So does a binding energy that changes by most of the band-edge shift, provided $e_d$, $V$, $m$ and $\epsilon$ stay nearly fixed. A small weight or a small change does not settle the binding mechanism, because a strongly coupled $l=0$ centre can show both at the same energy. The parameters and computed values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
band mass m = 0.30 electron masses
dielectric constant eps = 12.0 (dimensionless)
form-factor parameter b = 0.50 1/bohr
coupling range 1/b = 2.00 bohr
total coupling W = 0.080 hartree
form-factor energy T = 0.41667 hartree
coupling ratio g = 0.03686 (dimensionless)
common binding energy = 0.001042 hartree
common binding energy = 28.35 meV
hydrogenic Bohr radius = 40.00 bohr
common outer decay constant q = 0.0250 1/bohr
ratio x = q/b = 0.0500 (dimensionless)
critical Coulomb cutoff / Bohr radius = 0.7229
critical Coulomb cutoff = 28.92 bohr
l=0: largest binding orbital level = 0.015360 hartree
l=0: chosen orbital level = 0.012890 hartree
l=0: self-energy = -0.013932 hartree
l=0: orbital weight Z = 0.6109
l=0: numerical dE/dE_edge = 0.3891
l=0: binding after edge rise = 34.59 meV
l=1: largest binding orbital level = 0.005120 hartree
l=1: chosen orbital level = 0.004045 hartree
l=1: self-energy = -0.005086 hartree
l=1: orbital weight Z = 0.9706
l=1: numerical dE/dE_edge = 0.0294
l=1: binding after edge rise = 38.06 meV
edge rise = 10.0 meV
test radius = 10.0 bohr
hydrogenic probability inside = 0.0144
l=0 band-part probability inside = 0.1150
l=0 band-part probability outside = 0.2741
l=0 total probability inside = 0.7259
l=1 upper bound on probability outside = 0.0294
l=0 crossover energy E_x = 15.41 meV
binding 100.0 meV: Z(l=0) = 0.7693, Z(l=1) = 0.9749
binding 10.0 meV: Z(l=0) = 0.4680, Z(l=1) = 0.9682
binding 1.0 meV: Z(l=0) = 0.2076, Z(l=1) = 0.9657
binding 0.1 meV: Z(l=0) = 0.0752, Z(l=1) = 0.9649
l=1 edge limit of Z = 0.9644
\end{verbatim}
